\section*{Dispersion Attraction Lowers Kinetic Energy and Raises Potential Energy}

Without a reliable way to divide a dispersion energy into its kinetic and potential parts, one can have the right attraction and the wrong account of it. Suppose that two distant atoms attract with energy $-C_6/R^6$, and that one carries over the rule $T=-E$, $V=2E$ of an isolated atom, assigning $+C_6/R^6$ to the kinetic energy and $-2C_6/R^6$ to the potential energy. The sum is correct, so no check on the total energy or on the force will object. Yet both signs are wrong. For atoms held together by Coulomb forces, the leading changes are
\begin{equation}
\Delta T=-\frac{5C_6}{R^6},\qquad
\Delta V=+\frac{4C_6}{R^6},\qquad
\Delta E=-\frac{C_6}{R^6}.
\label{main}
\end{equation}
The kinetic energy falls and the total potential energy rises. The potential energy inside the atoms rises by $6C_6/R^6$; the interaction between the atoms contributes $-2C_6/R^6$.

Here $R$ is the distance between two clamped nuclei, $E(R)$ is the ground-state energy including nuclear repulsion, $T$ is the expectation value of the electronic kinetic energy, and $V$ is that of all Coulomb terms. The symbol $\Delta$ means the value at $R$ minus the value at infinite separation. The atoms are neutral, with nondegenerate, spherical ground states, and $R$ is large enough for overlap to be negligible. The treatment is nonrelativistic, the Coulomb force is instantaneous, and Hartree atomic units are used.

The division of the energy follows from a change of length scale. Let $\psi_R$ be the normalized ground state at separation $R$, and contract all $N$ electron positions by a factor $s$:
\begin{equation}
\phi_s(\mathbf r_1,\ldots,\mathbf r_N)=s^{3N/2}\psi_R(s\mathbf r_1,\ldots,s\mathbf r_N).
\end{equation}
The prefactor keeps the norm equal to one. Use $\phi_s$ as a trial state for nuclei at separation $R/s$, so that the whole molecule is contracted uniformly. Kinetic energy contains two derivatives with respect to position and is multiplied by $s^2$. Every Coulomb term is an inverse distance, and every distance has been divided by $s$, so the potential energy is multiplied by $s$. The variational principle gives
\begin{equation}
D(s)=s^2T(R)+sV(R)-E(R/s)\ge 0 .
\end{equation}
At $s=1$ the trial state is the true ground state and $D(1)=0$. This is a minimum of $D$, so its derivative vanishes there. Since
\begin{equation}
\frac{d}{ds}E(R/s)=-\frac{R}{s^2}E'(R/s),
\end{equation}
the condition $D'(1)=0$ reads
\begin{equation}
2T+V+R\frac{dE}{dR}=0 .
\label{virial}
\end{equation}
This is the molecular virial theorem for a diatomic system. The last term is present because the clamped nuclei need an external force to hold them; it vanishes at an equilibrium separation. Subtracting $T+V=E$ from \eqref{virial} gives $T$, and then $V=E-T$:
\begin{equation}
T=-E-R\frac{dE}{dR},\qquad
V=2E+R\frac{dE}{dR}.
\label{parts}
\end{equation}

The force term can be seen at work for one electron and two fixed unit charges at $R=3$ bohr, away from equilibrium. The numerical check gives $E=-0.57755$ and $R\,dE/dR=0.10271$ hartree, so \eqref{parts} predicts $T=0.57755-0.10271=0.47484$ hartree ($0.47483$ from the unrounded values). The kinetic energy evaluated directly from the wavefunction is $0.47485$ hartree. These values come from a finite Gaussian basis and are uncertain in the last digit; in a converged basis they move to $E=-0.57756$, $R\,dE/dR=0.10268$ and $T=0.47489$ hartree, and the direct and virial values of $T$ then coincide. Leaving out the force term would have given $0.57755$ hartree.

The next ingredient is the form of $E(R)$. Put atom A at the origin and atom B at distance $R$ along $z$, and measure each electron from its own nucleus. For one electron on each atom, at $\mathbf r_A$ and $\mathbf r_B$, the interaction between the atoms is
\begin{equation}
f(0)-f(\mathbf r_B)-f(-\mathbf r_A)+f(\mathbf r_B-\mathbf r_A),
\qquad f(\mathbf d)=\frac{1}{|R\hat{\mathbf z}+\mathbf d|}.
\end{equation}
For small displacements,
\begin{equation}
f(\mathbf d)=\frac1R-\frac{d_z}{R^2}+\frac{3d_z^2-d^2}{2R^3}+\cdots .
\end{equation}
The constant terms cancel because the atoms are neutral. The linear terms add to $(z_B-z_A-z_B+z_A)/R^2=0$. In the quadratic terms the squares of $\mathbf r_A$ and $\mathbf r_B$ cancel, and the cross terms remain:
\begin{equation}
\hat U=\frac{\hat u}{R^3},\qquad
\hat u=x_Ax_B+y_Ay_B-2z_Az_B .
\label{dipole}
\end{equation}
For atoms with several electrons, each coordinate is replaced by its sum over the electrons of that atom.

A spherical atom has no mean dipole, so the first-order energy of \eqref{dipole} is zero. Second-order perturbation theory gives
\begin{equation}
\Delta E=-\frac{C_6}{R^6},\qquad
C_6=\sum_{a,b}\frac{|\langle 00|\hat u|ab\rangle|^2}{\omega_a+\omega_b}>0,
\label{c6sum}
\end{equation}
where $\omega_a$ and $\omega_b$ are excitation energies of the two atoms. Higher multipoles add terms beginning at $R^{-8}$. They are dropped here, on the usual assumption that the large-$R$ expansion may be differentiated term by term.

From \eqref{c6sum},
\begin{equation}
\frac{dE}{dR}=\frac{6C_6}{R^7},\qquad
R\frac{dE}{dR}=\frac{6C_6}{R^6}.
\end{equation}
The derivative is positive because the energy becomes less negative as the atoms separate. At infinite separation $R\,dE/dR$ tends to zero, so subtracting the separated-atom values from \eqref{parts} leaves
\begin{align}
\Delta T&=-\left(-\frac{C_6}{R^6}\right)-\frac{6C_6}{R^6}
=-\frac{5C_6}{R^6},\\
\Delta V&=2\left(-\frac{C_6}{R^6}\right)+\frac{6C_6}{R^6}
=+\frac{4C_6}{R^6}.
\end{align}
This proves \eqref{main}. The same two lines applied to an attraction $-C_n/R^n$ give $\Delta T=-(n-1)C_n/R^n$ and $\Delta V=(n-2)C_n/R^n$. For $n>2$ an attractive power-law tail thus goes with a lower kinetic energy and a higher potential energy. The sign is set by the steepness of the curve: the term $R\,dE/dR$ is $n$ times larger than the energy itself.

An attraction with rising potential energy may look contradictory. The force on a clamped nucleus, however, is governed by the total energy $E(R)$, which includes the electrons' kinetic energy. As the atoms approach slowly, the electronic kinetic energy falls by five units of $C_6/R^6$. Four units are stored as potential energy, and one is delivered as work to whatever holds the nuclei.

The potential energy can be divided further. Write the Hamiltonian as $\hat T+\hat W+\hat U$, where $\hat W$ contains the Coulomb terms inside the two atoms and $\hat U$ is the dipole interaction \eqref{dipole}. This truncated Hamiltonian has no true ground state: if one electron of each atom is displaced by $L$ along $z$, the coupling $-2L^2/R^3$ falls without bound while the attraction to the nucleus fades. Its state is therefore understood as the perturbation series in $\hat U$ built on the isolated atoms, and the relations below hold order by order in that series. With electrons measured from their own nuclei, $\hat T$ and $\hat W$ do not depend on $R$. The Hellmann--Feynman theorem says that the derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian; the change of the state itself contributes $E$ times the derivative of the norm, which is zero. Therefore
\begin{equation}
\frac{dE}{dR}=\left\langle\frac{\partial\hat U}{\partial R}\right\rangle
=-\frac{3}{R}\langle\hat U\rangle .
\end{equation}
Setting this equal to $6C_6/R^7$ gives
\begin{equation}
\langle\hat U\rangle=-\frac{2C_6}{R^6},\qquad
\Delta W=\Delta V-\langle\hat U\rangle=+\frac{6C_6}{R^6}.
\label{split}
\end{equation}
The full balance is $-5+6-2=-1$. The interaction gains twice the net binding energy, and half of that gain pays for distorting the atoms, since $\Delta T+\Delta W=+C_6/R^6$. This cost must be positive: each isolated atom was in its ground state, and any change of state raises the expectation value of its own Hamiltonian.

These numbers can be derived again without the molecular virial theorem, from the way $C_6$ depends on the strength of each term. Replace the Hamiltonian of the separated atoms by $\hat T/\mu+\lambda\hat W$. Here $\mu$ scales all electron masses and $\lambda$ scales all Coulomb terms inside the atoms, while $\hat U$ is left alone. Substitute $\mathbf r=\boldsymbol\rho/(\mu\lambda)$. The kinetic term acquires the factor $(\mu\lambda)^2/\mu=\mu\lambda^2$, and the potential term acquires $\lambda(\mu\lambda)=\mu\lambda^2$. Both terms share one factor, so all atomic energies scale as $\mu\lambda^2$ and all atomic lengths as $1/(\mu\lambda)$. In \eqref{c6sum} the operator $\hat u$ is a product of two lengths, and its matrix element is squared. Hence
\begin{equation}
C_6(\mu,\lambda)=\frac{(\mu\lambda)^{-4}}{\mu\lambda^2}\,C_6(1,1)
=\mu^{-5}\lambda^{-6}C_6(1,1).
\label{scaling}
\end{equation}
The Hellmann--Feynman theorem, applied to the second-order energy at $\mu=\lambda=1$, now gives
\begin{align}
\Delta T&=-\frac{\partial\Delta E}{\partial\mu}
=\frac{1}{R^6}\frac{\partial C_6}{\partial\mu}=-\frac{5C_6}{R^6},\\
\Delta W&=\frac{\partial\Delta E}{\partial\lambda}
=-\frac{1}{R^6}\frac{\partial C_6}{\partial\lambda}=+\frac{6C_6}{R^6}.
\end{align}
The five and the six are thus the exponents with which $C_6$ decreases when the electrons are made heavier or the atoms are bound more strongly. Heavier or more tightly bound electrons make smaller atoms with larger excitation energies, and such atoms polarize less.

The response can also be examined atom by atom. In the dipole-coupled problem, scale the electron coordinates of atom A alone, with $R$ and atom B fixed. The energy expectation value becomes $s^2T_A+sW_A+\langle\hat U\rangle/s$ plus terms independent of $s$, because $\hat U$ is linear in the coordinates of A. The perturbed state makes the energy stationary order by order in $\hat U$, so the derivative at $s=1$ vanishes: $2T_A+W_A-\langle\hat U\rangle=0$. The isolated atom obeys $2T_A+W_A=0$, and subtraction gives
\begin{equation}
2\Delta T_A+\Delta W_A=\langle\hat U\rangle=-\frac{2C_6}{R^6}.
\label{local}
\end{equation}
The same relation holds for B. Equation \eqref{local} does not require the two atoms to have equal kinetic or potential changes; it fixes one combination on each atom.

A pair of model atoms makes these statements concrete. Each atom has one particle of charge $-1$ bound to a fixed charge $+1$. The particle masses are 1 on A and 2 on B, in electron masses, so that the atoms differ. Only the dipole interaction \eqref{dipole} couples them. Higher multipoles, exchange and retardation are left out, and the numbers below describe the leading dispersion term, not the full interaction at the chosen distance.

The coefficient can be obtained from polarizabilities, separately from any coupled wavefunction. Let $z_a=\langle0|z|a\rangle$ be the dipole matrix elements of one atom. In \eqref{c6sum} the $xx$, $yy$ and $zz$ excitations carry weights $1$, $1$ and $4$, and for spherical atoms they are otherwise equal, so
\begin{equation}
C_6=6\sum_{a,b}\frac{|z_a|^2|z_b|^2}{\omega_a+\omega_b},
\label{six}
\end{equation}
where the sum now runs over $z$-type excitations. The denominator is separated by the integral
\begin{align}
\int_0^\infty\!\frac{\omega_a\omega_b\,d\omega}{(\omega_a^2+\omega^2)(\omega_b^2+\omega^2)}
&=\frac{\omega_a\omega_b}{\omega_b^2-\omega_a^2}\,\frac{\pi}{2}
\left(\frac1{\omega_a}-\frac1{\omega_b}\right)\nonumber\\
&=\frac{\pi}{2(\omega_a+\omega_b)},
\end{align}
which follows from partial fractions and holds by continuity when $\omega_a=\omega_b$. The polarizability at imaginary frequency is $\alpha(i\omega)=\sum_a2\omega_a|z_a|^2/(\omega_a^2+\omega^2)$. The integral of $\alpha_A\alpha_B$ is therefore $4(\pi/2)=2\pi$ times the sum in \eqref{six}, and
\begin{equation}
C_6=\frac{3}{\pi}\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega ,
\end{equation}
the Casimir--Polder formula. The static polarizabilities of the model atoms are $4.5$ and $0.5625\ \text{bohr}^3$. Their ratio is $8=2^3$, as expected for a length squared divided by an energy when the mass is doubled. The integral gives $C_6=1.08702$ hartree bohr$^6$.

At $R=10$ bohr the unit of energy is $C_6/R^6=1.08702\times10^{-6}$ hartree, or $1.08702$ microhartree. The formulas predict, in microhartree,
\begin{align}
\Delta T&=-5(1.08702)=-5.4351, & \Delta V&=4(1.08702)=4.3481,\nonumber\\
\Delta W&=6(1.08702)=6.5221, & \langle\hat U\rangle&=-2(1.08702)=-2.1740 .
\end{align}
The coupled two-particle Hamiltonian is diagonalized in a basis of compact radial functions, which keeps the particles near their centres; a very diffuse basis would let the lowest root collapse, since the dipole coupling is unbounded below. The basis spans the $ss$ channel and the $pp$ channel that $\hat u$ reaches from it; the omitted channels first enter at fourth order in the coupling, $R^{-12}$, and can change only the last digits quoted. Taking expectation values, with no use of the virial theorem, gives $-5.4353$, $4.3482$, $6.5223$ and $-2.1741$. Within these two channels the relative differences are about $3\times10^{-5}$. At $R=20$ bohr the ratios to $C_6/R^6$ are $-5.0000$, $4.0000$, $6.0000$ and $-2.0000$ to the printed digits. That is the trend expected if the differences come from higher orders in the dipole coupling, which fall off faster than $R^{-6}$. In molar units the changes at 10 bohr are $\Delta E=-2.85$, $\Delta T=-14.27$ and $\Delta V=+11.42$ J/mol.

The virial balance can be checked from the slope of the computed energy curve. The expectation values give $2\Delta T+\Delta V=-6.52230$ microhartree, and a central difference gives $R\,dE/dR=+6.52255$ microhartree, a mismatch of $0.00025$ microhartree. The small mismatch is the error of the difference formula. For a function $R^{-6}$ and step $h$, the relative error of the slope is $(h^2/6)(7\cdot8/R^2)$, which for $h=0.02$ bohr and $R=10$ bohr is $3.7\times10^{-5}$ of the slope, or $0.00024$ microhartree.

The separate atoms show how the electron clouds respond. On A the changes are $\Delta T_A=-2.5469$ and $\Delta W_A=+2.9197$ microhartree; on B they are $-2.8884$ and $+3.6026$. Equation \eqref{local} is satisfied on each:
\begin{align}
2(-2.5469)+2.9197&=-2.1741,\nonumber\\
2(-2.8884)+3.6026&=-2.1742,
\end{align}
in agreement with $\langle\hat U\rangle=-2.1741$ within rounding. The heavier, less polarizable atom has the larger change in both energies.

For these one-electron atoms $\hat W=-1/r_A-1/r_B$, so a positive $\Delta W$ means that the sum of the mean inverse distances falls. The calculation shows that $\langle1/r\rangle$ falls on both atoms, while $\langle r\rangle$ grows by $6.7\times10^{-6}$ bohr on A and $2.2\times10^{-6}$ bohr on B. In this model the correlated polarization loosens both electron clouds. Looser clouds have less kinetic energy and sit higher in the attraction of their own nuclei, and the correlated dipoles supply the energy that makes the distortion worthwhile.

The division \eqref{main} depends on the Coulomb law inside the atoms, not just on the $R^{-6}$ tail. Replace each atom by a Drude oscillator, a charge tied to its centre by a harmonic spring, and keep the dipole coupling. At fixed $R$ every potential term is now quadratic in the particle coordinates. Contracting those coordinates by $s$ changes the energy to $s^2T+s^{-2}V$, and stationarity at $s=1$ gives $T=V$. Hence
\begin{equation}
\Delta T=\Delta V=\frac{\Delta E}{2}=-\frac{C_6}{2R^6}\qquad\text{(Drude)}.
\end{equation}
For unit mass, charge and frequency, a coupling $c\,x_Ax_B$ splits the two frequencies into $\sqrt{1\pm c}$. The zero-point energy changes by
\begin{equation}
\tfrac12\left(\sqrt{1+c}+\sqrt{1-c}\right)-1=-\frac{c^2}{8}+\cdots .
\end{equation}
The three directions have $c=1/R^3$, $1/R^3$ and $-2/R^3$, so $\sum c^2=6/R^6$ and $C_6=6/8=3/4$. Diagonalization at $R=10$ bohr gives $-0.5000$ for both $\Delta T$ and $\Delta V$ in units of $C_6/R^6$. An oscillator model can therefore be fitted to the correct dispersion energy and force while dividing that energy quite differently from real atoms; even the sign of $\Delta V$ differs.

A similar caution applies to a term $-C_6/R^6$ that is simply added to the energy of an approximate calculation that itself lacks dispersion. If the wavefunction is not allowed to respond, its kinetic energy is unchanged by the addition and cannot contain the $-5C_6/R^6$ that belongs to the attraction.

Nor can the asymptotic signs be carried inward to a van der Waals minimum. There $dE/dR=0$, and \eqref{parts} gives $\Delta T=-\Delta E$ and $\Delta V=2\Delta E$. If the well has depth $D_e>0$, then $\Delta T=+D_e$ and $\Delta V=-2D_e$, both opposite in sign to the long-range changes. By continuity the kinetic energy, which first drops below its separated-atom value as the atoms approach, must cross that value again before the minimum is reached. Since \eqref{parts} can be written as
\begin{equation}
\Delta T=-\frac{d}{dR}\bigl(R\,\Delta E\bigr),
\end{equation}
the crossing occurs where $R\,\Delta E$ is stationary. In that region overlap and exchange matter and the single term $-C_6/R^6$ no longer describes the curve, but the virial theorem \eqref{virial} still holds.

At very large distances the limit is of another kind. When light needs a time comparable with the atomic periods to cross the gap, the interaction is retarded and the energy of the electromagnetic field takes part in the balance. The Hamiltonian used here has no such term, so \eqref{main} belongs to the range between appreciable overlap and appreciable retardation. Within that range it is the leading term only. The $R^{-8}$ and $R^{-10}$ terms enter $\Delta T$ with the larger factors 7 and 9 and fade slowly: for two hydrogen atoms $\Delta T$ is near $-6\,C_6/R^6$ at 12 bohr and still about $-5.4\,C_6/R^6$ at 20 bohr.

\section*{Computed values}
\begin{verbatim}
Two-centre test: R = 3.0 bohr, E = -0.57755 Eh
  R dE/dR = 0.10271 Eh
  T expectation = 0.47485 Eh, T virial = 0.47483 Eh
Model masses A, B = 1.0, 2.0 electron masses
Isolated energies A, B = -0.50000, -1.00000 Eh
Static polarizabilities A, B = 4.50000, 0.56250 bohr^3
C6 (Casimir-Polder) = 1.087023 Eh bohr^6
Coupled pair at R = 10 bohr, C6/R^6 = 1.08702 microEh
  dE = -1.08704 microEh, in units of C6/R^6: -1.0000
  dT = -5.43527 microEh, in units of C6/R^6: -5.0001
  dV = +4.34823 microEh, in units of C6/R^6: +4.0001
  dW = +6.52233 microEh, in units of C6/R^6: +6.0002
  U  = -2.17410 microEh, in units of C6/R^6: -2.0001
  dE, dT, dV = -2.854, -14.270, +11.416 J/mol
  dT on A, B = -2.5469, -2.8884 microEh
  dW on A, B = +2.9197, +3.6026 microEh
  change of <1/r> on A, B = -2.9197, -3.6026 1e-6/bohr
  change of <r> on A, B = +6.7301, +2.1517 1e-6 bohr
  R dE/dR (finite difference) = +6.52255 microEh
  2 dT + dV = -6.52230 microEh
Coupled pair at R = 20 bohr, C6/R^6 = 0.01698 microEh
  dE = -0.01698 microEh, in units of C6/R^6: -1.0000
  dT = -0.08492 microEh, in units of C6/R^6: -5.0000
  dV = +0.06794 microEh, in units of C6/R^6: +4.0000
  dW = +0.10191 microEh, in units of C6/R^6: +6.0000
  U  = -0.03397 microEh, in units of C6/R^6: -2.0000
Exponent of C6 in the masses = -5.00000
Exponent of C6 in the central charges = -6.00000
Drude pair, unit parameters, R = 10 bohr, C6 = 0.75 Eh bohr^6
  dE, dT, dV in units of C6/R^6 = -1.0000, -0.5000, -0.5000
\end{verbatim}
